# Designing Brandt's Fourier iteration for the Ginzburg-Landau vortex lattice

## What dimensions fix, and what they leave open

Let straight vortices form a triangular lattice of mean induction $\bar B$, each carrying one flux quantum $\Phi_0$. If the cores are points and the penetration depth $\lambda$ is much larger than the spacing, each Fourier component of the field is $B_{\mathbf K}\simeq\bar B/(\lambda^2K^2)$. Flux quantization gives $K^2\propto\bar B/\Phi_0$, so $\bar B$ cancels and

$$\langle(B-\bar B)^2\rangle=C\,\Phi_0^2/\lambda^4 ,$$

with $C$ a pure number. Away from this limit there are two more dimensionless quantities, $\kappa=\lambda/\xi$ and $b=\bar B/B_{c2}$, and $C$ becomes a function $v(b,\kappa)$. The value $C=0.00371$ is thus a limit, $b\to0$ with $b\kappa^2\gg1$. If $b\to0$ but $b\kappa^2$ stays finite, the London equation still gives $v$. When $b$ is not small, the cores matter and the Ginzburg-Landau (GL) equations are needed.

The setting is mean-field GL theory of an isotropic superconductor without pinning. The free-energy density, averaged over a cell, is

$$f=\frac{B_c^2}{\mu_0}\Big\langle\tfrac12(1-|\psi|^2)^2+\xi^2\big|(-i\nabla-\tfrac{2\pi}{\Phi_0}\mathbf A)\psi\big|^2\Big\rangle+\frac{\langle B^2\rangle}{2\mu_0}.$$

Measure length in $\lambda$, induction in $\sqrt2B_c=\Phi_0/(2\pi\lambda\xi)$, $H$ in $\sqrt2B_c/\mu_0$ and $f$ in $B_c^2/\mu_0$. Then $B_{c2}=\kappa$, $\Phi_0=2\pi/\kappa$ and $\xi=1/\kappa$. With $\psi=\sqrt\omega\,e^{i\varphi}$ and $\mathbf Q=\mathbf A-\nabla\varphi/\kappa$, the covariant gradient splits into amplitude and phase parts:

$$F=\big\langle\tfrac12(1-\omega)^2+g+\omega Q^2+B^2\big\rangle,\qquad g=\frac{|\nabla\omega|^2}{4\kappa^2\omega}.$$

Varying $\omega$ gives

$$-(1-\omega)+Q^2-\frac{|\nabla\omega|^2}{4\kappa^2\omega^2}-\nabla\!\cdot\!\frac{\nabla\omega}{2\kappa^2\omega}=0 .$$

The last term equals $-\nabla^2\omega/(2\kappa^2\omega)+|\nabla\omega|^2/(2\kappa^2\omega^2)$. Multiplying by $\omega$,

$$-\frac{\nabla^2\omega}{2\kappa^2}=\omega-\omega^2-\omega Q^2-g. \tag{1}$$

Varying $\mathbf A$ gives $2\omega\mathbf Q+2\,\mathrm{curl}(B\hat z)=0$. Its curl and divergence are

$$-\nabla^2B=-\hat z\cdot\mathrm{curl}(\omega\mathbf Q),\qquad \nabla\!\cdot(\omega\mathbf Q)=0. \tag{2}$$

## First failure: a singular velocity

The naive scheme expands everything in plane waves and divides by $K^2$. But $\mathbf Q\simeq-\hat\phi/(\kappa r)$ at a vortex, and the Fourier series of a $1/r$ function converges poorly. The singular part must be supplied in closed form.

The lowest Landau state at induction $\bar B$ does this. Its density $\omega_A$ is the squared modulus of an analytic function times a Gaussian. The logarithm of the first factor is harmonic except for $4\pi\delta$ at each zero; that of the Gaussian has a constant Laplacian. Periodicity makes the cell average vanish, so with cell area $S$

$$\nabla^2\ln\omega_A=4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-4\pi/S .$$

Define $\mathbf Q_A=\nabla\omega_A\times\hat z/(2\kappa\omega_A)$. Since $\hat z\cdot\mathrm{curl}(\nabla u\times\hat z)=-\nabla^2u$, and $\bar B=\Phi_0/S=2\pi/(\kappa S)$,

$$\hat z\cdot\mathrm{curl}\,\mathbf Q_A=\bar B-\Phi_0\sum_{\mathbf R}\delta(\mathbf r-\mathbf R).$$

What remains of $\mathbf Q$ is bounded and continuous at the cores.

The Fourier coefficients of $\omega_A$, for unit mean, are $(-1)^{m+n+mn}e^{-K^2S/8\pi}$. The Gaussian is the cyclotron form factor, with squared magnetic length $S/2\pi$. The sign is the eigenvalue of the magnetic translation belonging to $\mathbf K_{mn}$: combining two elementary translations gives $(-1)^{mn}$, and the elementary eigenvalues $-1$ place the zero at the origin. To confirm this, note that the sign is $+1$ if $m,n$ are both even and $-1$ otherwise. Hence

$$\omega_A(0)=-\sum_{\mathbf K}e^{-K^2S/8\pi}+2\sum_{\mathbf K}e^{-K^2S/2\pi}.$$

Poisson summation turns the first sum into $2\sum_{\mathbf R}e^{-2\pi R^2/S}$. Because the vectors $\mathbf K$ are the vectors $\mathbf R$ turned by $90^\circ$ and multiplied by $2\pi/S$, this equals $2\sum_{\mathbf K}e^{-K^2S/2\pi}$, and $\omega_A(0)=0$.

The nonlinear terms are also harmless. Near a core $\omega=r^2s$ with $s$ positive and continuously differentiable, so

$$\frac{|\nabla\omega|^2}{\omega}=4s+4\,\mathbf r\cdot\nabla s+\frac{r^2|\nabla s|^2}{s}.$$

With $\mathbf Q=-\hat\phi/(\kappa r)+\mathbf q$ and $\mathbf q$ bounded,

$$\omega Q^2=s\big(\kappa^{-2}-2r\hat\phi\cdot\mathbf q/\kappa+r^2q^2\big),\qquad r\hat\phi=(-y,x).$$

Both are finite and continuous. They need not be infinitely differentiable: with $z=x+iy$, sixfold symmetry allows a term $\bar z^5$ beside $z$ in $\psi$, which puts $r^4\cos6\theta$ into $s$ (on a square lattice, $\bar z^3$ and $r^2\cos4\theta$). The sum $g+\omega Q^2=|(-i\nabla/\kappa-\mathbf A)\psi|^2$, which is what enters (1), is smooth. Each term is a quotient $0/0$ at $r=0$. Grid points at $(i+\frac12)/N$ of the lattice vectors avoid that point; $N$ is taken odd so that the Fourier modes come in pairs $\pm\mathbf K$.

## Second failure: an iteration that amplifies errors

Suppose (1) is iterated by dividing its right side by $K^2/2\kappa^2$. In the bulk, where $\omega\simeq1$ and $Q\simeq0$, an error $\delta\omega$ changes the right side by $(1-2\omega)\delta\omega=-\delta\omega$. The error is multiplied by $-2\kappa^2/K^2$ and grows for all $K^2<2\kappa^2$. Adding $2\kappa^2\omega$ to both sides cures this:

$$(-\nabla^2+2\kappa^2)\,\omega=2\kappa^2(2\omega-\omega^2-\omega Q^2-g). \tag{3}$$

The right side now varies as $(2-2\omega)\delta\omega=0$, so the bulk error vanishes at first order. Similarly, for uniform $\omega$, a $B$ update by division by $K^2$ multiplies errors by $-\omega/K^2$. This amplifies them only if the smallest $K^2$ lies below $\omega$, that is, at small $b\kappa^2$; at $\kappa=5$, $b=0.1$ the factor is about $0.05$. Adding $\bar\omega B$, with $\bar\omega=\langle\omega\rangle$, gives

$$B_{\mathbf K}\leftarrow\frac{\bar\omega B_{\mathbf K}-[\hat z\cdot\mathrm{curl}(\omega\mathbf Q)]_{\mathbf K}}{K^2+\bar\omega},\qquad \mathbf K\ne0. \tag{4}$$

These are bulk arguments, not a proof of convergence near the cores; there the evidence is numerical.

Two points remain for the amplitude. The coefficient $\omega_0$ is set by $\sum_{\mathbf K}\omega_{\mathbf K}=0$, so that $\omega(0)=0$. Equation (3) is then imposed for $\mathbf K\neq0$, which leaves a possible constant residual in (1). Evaluated at the core, where $\omega\simeq sr^2$, that residual is $-4s/2\kappa^2+s/\kappa^2+s/\kappa^2=0$, so the constant vanishes.

The other point is that $\omega=0$ also solves the equation. To stay off it, average (1) over the cell and replace $\omega$ by $c\,\omega$ at fixed $\mathbf Q$. The terms $\omega$, $\omega Q^2$ and $g$ scale as $c$, and $\omega^2$ as $c^2$, so

$$c=\frac{\langle\omega-\omega Q^2-g\rangle}{\langle\omega^2\rangle}. \tag{5}$$

Each cycle begins with this scaling. At convergence $c=1$ up to grid error, which makes $c-1$ a useful indicator of resolution.

## Third failure: a velocity assumed free of divergence

Given $B$, the simplest completion is $\mathbf Q=\mathbf Q_A+\hat z\times\nabla h$ with $\nabla^2h=B-\bar B$. This $\mathbf Q$ has no divergence, so $\nabla\cdot(\omega\mathbf Q)=\mathbf Q\cdot\nabla\omega$. That vanishes only if $\omega$ is constant along the streamlines of $\mathbf Q$.

In general it is not. At large $\kappa$ and small $b$, many $\xi$ away from every core, the gradient terms in (1) are small and $\omega\simeq1-Q^2$. Midway between two neighbouring vortices the stream function $u$ has a saddle, $u\simeq u_0+\frac12(\alpha x^2-\beta y^2)$ with $\alpha,\beta>0$, and $Q^2=\alpha^2x^2+\beta^2y^2$. On the streamline $u=u_0$ through the saddle, $Q^2$ is zero at the saddle and positive beside it. Current conservation is therefore violated.

The cure is a periodic phase correction,

$$\mathbf Q=\mathbf Q_A+\hat z\times\nabla h+\nabla\chi,\qquad \chi_{\mathbf K}\leftarrow\chi_{\mathbf K}+\frac{[\nabla\cdot(\omega\mathbf Q)]_{\mathbf K}}{\eta K^2},\quad \eta=0.6\,\omega_{\max}. \tag{6}$$

Where $\omega$ is nearly uniform, a step multiplies the divergence by $1-\omega/\eta$, which lies between $-0.67$ and $1$.

At $\kappa=5$, $b=0.1$, the divergence-free form leaves a longitudinal part of $4.2\times10^{-4}$ of the rms current. The correction reduces it to about $10^{-11}$. The energy falls by $7\times10^{-9}B_c^2/\mu_0$ and the variance is unchanged to the four figures printed. Here the simpler ansatz is an excellent approximation, but not a solution.

The full cycle is: evaluate the fields, apply (5), update $\omega$ by (3) with $\omega(0)=0$, then $B$ by (4) and $\chi$ by (6). A suitable start is $\omega_A/(\omega_A+4b)$ for $b\le0.5$ and $(1-b)\omega_A$ above.

## The applied field from one solution

In SI units $H=\partial f/\partial\bar B$, which becomes $H=\frac12dF/d\bar B$ here. Numerical differentiation needs further solutions and subtracts nearly equal energies. A virial theorem, which follows from a change of scale, avoids both.

Dilate the converged pattern so that the cell area becomes $S/t$. Gradients and $\mathbf Q$ scale as $t^{1/2}$, while $B$ and $\bar B$ scale as $t$. The energy of this trial state is

$$F(t)=\langle\tfrac12(1-\omega)^2\rangle+t\,\langle g+\omega Q^2\rangle+t^2\langle B^2\rangle .$$

The true solution at the new $\bar B$ differs from the trial state at first order in $t-1$. By stationarity this changes the energy only at second order. Hence $\bar B\,dF/d\bar B=F'(1)$, and the average of (1), $\langle g+\omega Q^2\rangle=\langle\omega-\omega^2\rangle$, gives

$$H=\frac{\langle\omega-\omega^2+2B^2\rangle}{2\bar B}. \tag{7}$$

For $\kappa=5$, $b=0.1$ this gives $0.5958864$. Central differencing of $F$ between $b=0.099$ and $0.101$ gives $0.5958871$, a relative difference of about $10^{-6}$.

## Two limits that could expose an error

**The dual point, $\kappa=1/\sqrt2$.** Try $\mathbf Q=\nabla\omega\times\hat z/(2\kappa\omega)$ and $B=\kappa(1-\omega)$. Ampère's law requires $-\kappa\nabla\omega\times\hat z=-\nabla\omega\times\hat z/(2\kappa)$, which holds because $2\kappa^2=1$. Away from cores, $B=\hat z\cdot\mathrm{curl}\,\mathbf Q=-\nabla^2\ln\omega/(2\kappa)$. Also $\omega Q^2=g$, and

$$-\frac{\nabla^2\omega}{2\kappa^2}+2g=-\frac{\omega\nabla^2\ln\omega}{2\kappa^2}=\frac{\omega B}{\kappa}=\omega-\omega^2,$$

which is (1). Since $2B^2=(1-\omega)^2$, the numerator of (7) is $\langle1-\omega\rangle=\bar B/\kappa$, so $H=1/(2\kappa)=\kappa=B_{c2}$ at any $b$. At $b=0.3$ the iteration returns $H/B_{c2}=1$ to nine decimals, and $B=\kappa(1-\omega)$ within $2\times10^{-10}$.

**Near $B_{c2}$.** Here $\omega\simeq W\omega_A$ with small mean $W$, and $\omega\mathbf Q_A=\nabla\omega\times\hat z/(2\kappa)$. Ampère's law gives $\delta B=B-\bar B=-(\omega-W)/(2\kappa)$. The kinetic energy in $\mathbf Q_A$ is the lowest Landau value $bW$. The smooth part $\delta\mathbf Q$ adds $2\langle\omega\mathbf Q_A\cdot\delta\mathbf Q\rangle=-2\langle\delta B^2\rangle$ after integration by parts, and the field energy adds $+\langle\delta B^2\rangle$. With $\beta_A=\langle\omega^2\rangle/W^2$,

$$F=\tfrac12+\bar B^2-(1-b)W+\tfrac12\beta_AW^2-\frac{(\beta_A-1)W^2}{4\kappa^2}.$$

Minimizing over $W$,

$$W=\frac{2\kappa^2(1-b)}{(2\kappa^2-1)\beta_A+1}.$$

At fixed $W$, $H=\frac12dF/d\bar B=\bar B+W/(2\kappa)$, so $M=\bar B-H=-W/(2\kappa)$. Inserting $\kappa(1-b)=\kappa-H-M$ and solving for $M$,

$$M=-\frac{\kappa-H}{(2\kappa^2-1)\beta_A}.$$

At $\kappa=5$, $b=0.99$, with $\beta_A=1.1596$, this gives $-8.6475\times10^{-4}$; the iteration gives $-8.6488\times10^{-4}$.

## The constant 0.00371 and the approach to it

Set $\omega=1$. Then (2), with $\hat z\cdot\mathrm{curl}\,\mathbf Q=B-\Phi_0\sum\delta$, is the London equation, and $B_{\mathbf K}=\bar B/(1+K^2)$. For spacing $a$, $S=\sqrt3a^2/2=\Phi_0/\bar B$ and

$$K^2=\frac{16\pi^2}{3a^2}\,\nu=\frac{8\pi^2\bar B}{\sqrt3\,\Phi_0}\,\nu,\qquad \nu=m^2+mn+n^2,$$

after a suitable choice of basis. The smallest value is $K_1^2=4\pi b\kappa^2/\sqrt3=7.26\,b\kappa^2$. If it is large, the 1 in the denominator may be dropped:

$$\bar B^2\sum_{\mathbf K\ne0}K^{-4}=\frac{3\Phi_0^2}{64\pi^4}\sum\nu^{-2},\qquad \sum\nu^{-2}=6\,\zeta(2)\,L(2,\chi_{-3}).$$

The closed form follows from the number of ways an integer is represented by $\nu$, with $L(2,\chi_{-3})=1-2^{-2}+4^{-2}-5^{-2}+\dots$. Direct summation also gives $7.711146$. Restoring $\lambda$,

$$C=\frac{3\times7.711146}{64\pi^4}=0.003711,\qquad \sqrt C=0.0609 .$$

Cores reduce this at finite $b$. Write $-\mathrm{curl}(\omega\mathbf Q)=-\mathrm{curl}\,\mathbf Q+\mathrm{curl}[(1-\omega)\mathbf Q]$. Outside an isolated core at large $\kappa$, $Q=\xi/r$ and $1-\omega\simeq\xi^2/r^2$, so $(1-\omega)\mathbf Q\simeq-\hat\phi\,\xi^3/r^3$. Integrating its curl by parts gives the Fourier component

$$-\frac{2\pi K}{S}\int\frac{\xi^3}{r^2}J_1(Kr)\,dr\simeq-\frac{\pi K^2\xi^3}{S}\ln\frac1{K\xi}=-\frac{\bar B}{2}K^2\xi^2\ln\frac1{K\xi}.$$

Here $J_1(x)\simeq x/2$ was used between $r=\xi$ and $1/K$, and $\bar BS=2\pi\xi$. Thus $B_{\mathbf K}\simeq(\bar B/K^2)[1-\frac12K^2\xi^2\ln(1/K\xi)]$. To first order the variance changes by

$$-\bar B^2\xi^2\sum_{\mathbf K}\frac{\ln(1/K\xi)}{K^2}\simeq-\bar B^2\xi^2\,\frac{S}{2\pi}\cdot\frac{\ln^2b}{8}=-\frac{b\ln^2b}{32\pi^2}\,\Phi_0^2 .$$

The sum became an integral from $K_1$ to $1/\xi$, with $\ln(1/K_1\xi)\simeq\frac12\ln(1/b)$, and the last step used $\bar B\xi^2=b\Phi_0/2\pi$. Changing the cutoffs by constant factors produces terms in $b\ln b$ and $b$.

The approach is therefore slow. At $\kappa=10^4$ the variance in units of $\Phi_0^2/\lambda^4$ is $0.00289$ at $b=0.008$, $0.00338$ at $b=0.002$ and $0.00359$ at $b=0.0005$. In the last case the deficit is $1.2\times10^{-4}$. The leading term as written gives $0.9\times10^{-4}$, but its share depends on the cutoff: keeping $K_1^2\xi^2=7.26\,b$ inside the logarithm gives $0.5\times10^{-4}$. The subleading terms are therefore not small at these inductions. I assume that $1$, $b\ln^2b$, $b\ln b$ and $b$ suffice for extrapolation, with all four coefficients free. The four lowest inductions then give $0.003711$; the four highest of the five computed give $0.003712$. The last digit is uncertain, because an error of $10^{-7}$ in the variances shifts the intercept by up to $3\times10^{-6}$. The fitted coefficient of $b\ln^2b$ is poorly determined: $-0.0035$ and $-0.0038$ from the two fits, against $-1/32\pi^2=-0.0032$. The full GL solutions thus recover the London constant as a limit.

The condition $b\kappa^2\gg1$ matters separately. At $b=0.004$, reducing $\kappa$ from $10^4$ to $20$ multiplies the GL variance by $0.871$. The London sum with its screening term predicts $0.873$.

## A case far from the limit

Take $\lambda=100$ nm, $\kappa=5$, $b=0.1$. With $\Phi_0/\lambda^2=206.8$ mT,

$$B_{c2}=\frac{25\times206.8}{2\pi}=822.8\ \text{mT},\qquad \bar B=82.28\ \text{mT},\qquad a=\sqrt{\frac{2\Phi_0}{\sqrt3\bar B}}=170.4\ \text{nm}.$$

On a $45\times45$ grid the iteration converges in 52 cycles, with $c-1$ of order $10^{-8}$. The induction unit is $164.55$ mT, so $\mu_0H=0.59589\times164.55=98.05$ mT, or $H=78.0$ kA/m, and $\mu_0M=(0.5-0.59589)\times164.55=-15.78$ mT. The field runs from $75.8$ mT at the triangle centres to $103.6$ mT in the cores. A square lattice at the same induction costs $8.4\times10^{-4}B_c^2/\mu_0$ more.

The variance is $0.00109\,\Phi_0^2/\lambda^4$, an rms width of $\sqrt{0.00109}\times206.8=6.83$ mT. The London constant would give $0.0609\times206.8=12.6$ mT. Screening is not the main reason. Here $K_1^2=18.1$, and no term of the London sum is reduced by more than the factor $(1+1/18.1)^{-2}=0.90$. The screened London sum gives $0.00340$, so most of the loss comes from the suppressed order parameter. Its lower mean, $\bar\omega=0.836$, is only part of the effect. A uniform $\omega=\bar\omega$, for which $B_{\mathbf K}=\bar\omega\bar B/(\bar\omega+K^2)$, gives $0.00241$. The remaining drop to $0.00109$ comes from the spatial variation of $\omega$, that is, from the finite cores.

The consequence for measurement is direct. Inserting the true width of $6.83$ mT into the London formula gives

$$\lambda=\sqrt{0.0609\,\Phi_0/(6.83\ \text{mT})}=136\ \text{nm}$$

instead of $100$ nm. At such inductions the width must be compared with $v(b,\kappa)$, not with its limit. Disorder, thermal motion of the vortices and anisotropy lie outside this calculation and can change the width again. The remaining checks and residuals are in the numerical output.

## Computed values

```
Example: lambda = 100 nm, kappa = 5, b = 0.1, grid 45x45
flux quantum Phi0 = 2.067834e-15 Wb
Phi0/lambda^2 = 206.783 mT
field unit sqrt(2) Bc = 164.553 mT
Bc2 = 822.76 mT
mean induction Bbar = 82.276 mT
vortex spacing = 170.35 nm
iterations = 52
scale factor minus 1 at convergence = 7.4e-09
mean |psi|^2 = 0.835939
energy F = 0.37997353 Bc^2/mu0
virial H = 0.5958864 reduced units
H from dF/dBbar = 0.5958871 reduced units
mu0 H = 98.055 mT
H = 78029.6 A/m
mu0 M = -15.7784 mT
field at vortex core = 103.583 mT
minimum field = 75.774 mT
rms field width = 6.8259 mT
variance = 0.001090 Phi0^2/lambda^4
largest amplitude-equation residual = 4.6e-07
largest Ampere residual = 2.5e-07 reduced units
flux quanta from circulation = 0.99951
longitudinal current fraction, div Q = 0: 4.23e-04
longitudinal current fraction, full: 1.18e-11
energy excess of div Q = 0: 6.8e-09 Bc^2/mu0
variance with div Q = 0: 0.001090 Phi0^2/lambda^4
energy excess of square lattice: 8.368e-04 Bc^2/mu0
kappa = 1/sqrt(2), b = 0.3: H/Bc2 = 1.000000000
  largest error of B = kappa(1-w): 1.6e-10 reduced units
Abrikosov beta_A = 1.159595
kappa = 5, b = 0.99: M = -8.6488e-04, Abrikosov -8.6475e-04 reduced
lattice sum: closed 7.711146, direct 7.711146
London variance limit = 0.0037107 Phi0^2/lambda^4
London rms limit = 0.060916 Phi0/lambda^2
GL variance at kappa = 10000, in Phi0^2/lambda^4:
  b = 0.0005: 0.0035890 (grid 243, 44 iterations)
  b = 0.0010: 0.0035075 (grid 175, 44 iterations)
  b = 0.0020: 0.0033784 (grid 125, 44 iterations)
  b = 0.0040: 0.0031812 (grid 91, 44 iterations)
  b = 0.0080: 0.0028941 (grid 63, 43 iterations)
largest scale factor departure from 1 in these runs = 7.8e-05
extrapolated to b = 0, four lowest b: 0.003711 Phi0^2/lambda^4
extrapolated to b = 0, four highest b: 0.003712 Phi0^2/lambda^4
screening ratio, kappa = 20, b = 0.004: GL 0.8710, London 0.8734
```
